**Stable evaluation of Shockley-Read-Hall recombination near equilibrium**

The program tests the rate U = n_i² expm1(δ)/[τ_p(n+n₁) + τ_n(p+p₁)], where δ is the quasi-Fermi splitting divided by k_BT. Here n and p are the carrier densities, n_i is the intrinsic density, n₁ and p₁ are the densities with the Fermi level at the trap, and τ_n and τ_p are the lifetimes. The reference is a 60-digit evaluation of the trap balance. The program asserts rounding-error bounds for direct subtraction, for expm1 with a stored splitting, and for expm1 with subtracted levels, in double and single precision; in double precision both signs of the splitting are covered. It also asserts detailed balance and the degenerate form of the numerator, using quadrature over band states. In double precision the direct error grows from about 10⁻¹¹ at 1 µeV to order one at 10⁻¹⁷ eV, while the stored-splitting error stays near 5 × 10⁻¹⁶. Subtracting stored quasi-Fermi levels brings the cancellation back. The last lines size the neglected physical effects for the example, the largest being a 1 K change in temperature and gap narrowing by screening.

## Program and output

```python
"""Shockley-Read-Hall (SRH) recombination close to equilibrium.

Result under test: with delta = (E_Fn - E_Fp)/theta, theta = k_B T,
    U = ni^2 expm1(delta) / [tau_p (n + n1) + tau_n (p + p1)],
and its relative rounding error (u = unit roundoff) is at most
    direct n p - ni^2          : [3 coth(|delta|/2) + 7] u
    expm1, delta stored        : [kappa + 12] u
    expm1, levels subtracted   : [kappa((|E_Fn|+|E_Fp|)/|split| + 3) + 12] u
with kappa = delta e^delta/(e^delta - 1).
n, p: carrier densities; n1, p1: densities with the Fermi level at the trap;
tau = 1/(c N_t): lifetimes; c: capture coefficients; N_t: trap density.
Energies are in eV from midgap, densities in cm^-3, times in s.
Model parameters are round values in the rough regime of n-type silicon.
"""
import math
import random
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.dps = 60
rng = random.Random(7)

# ---------- model parameters ----------
temperature = 300.0
gap = 1.12
mass = 1.0
doping = 1e16
trap_level = 0.05
trap_density = 1e13
capture_n, capture_p = 1e-7, 1e-8
example_split = 1e-6
permittivity = 12.0
radiative_b = 5e-15
auger_c = 3e-31
capture_barrier = 0.1

k_ev = const.k / const.e
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] / const.centi
theta = k_ev * temperature
theta_mp = mpf(const.k) * mpf(temperature) / mpf(const.e)


def band_density(temp):
    """Effective density of states 2 (m theta / 2 pi)^(3/2), in cm^-3."""
    theta_au = k_ev * temp / hartree_ev
    return 2 * (mass * theta_au / (2 * math.pi)) ** 1.5 / bohr_cm**3


def intrinsic(temp):
    return band_density(temp) * math.exp(-gap / (2 * k_ev * temp))


def integrate(function, upper):
    return quad(function, 0, upper, epsabs=0, epsrel=1e-10, limit=200)[0]


# ---------- density of states checked by summing over band states ----------
theta_au = theta / hartree_ev
states = integrate(
    lambda s: 2 * s * s * math.sqrt(2) * mass**1.5 / math.pi**2
    * theta_au**1.5 * math.exp(-s * s), 8.0) / bohr_cm**3
assert abs(states / band_density(temperature) - 1) < 1e-8


# ---------- rounding-error bounds, in units of u ----------
def kappa(delta):
    return delta / -math.expm1(-delta)


def direct_bound(delta):
    return 3 / math.tanh(abs(delta) / 2) + 7


def stored_bound(delta):
    return kappa(delta) + 12


def levels_bound(delta, level_n, level_p, split):
    ratio = (abs(level_n) + abs(level_p)) / abs(split)
    return kappa(delta) * (ratio + 3) + 12


def evaluate(ni, level_n, split, fmt):
    """Reference rate from the trap balance, and three rounded evaluations."""
    level_p = level_n - split
    delta = split / theta_mp
    n = ni * mp.exp(level_n / theta_mp)
    p = ni * mp.exp(-level_p / theta_mp)
    n1 = ni * mp.exp(mpf(trap_level) / theta_mp)
    p1 = ni * mp.exp(-mpf(trap_level) / theta_mp)
    cn, cp, nt = mpf(capture_n), mpf(capture_p), mpf(trap_density)
    filling, emptying = cn * n + cp * p1, cn * n1 + cp * p
    full = filling / (filling + emptying)
    empty = emptying / (filling + emptying)
    exact = nt * (cn * n * empty - cn * n1 * full)
    hole_flow = nt * (cp * p * full - cp * p1 * empty)
    assert abs(hole_flow / exact - 1) < mpf(10) ** -15

    def r(x):
        return fmt(float(mp.nstr(x, 40)))

    bottom = (r(1 / (cp * nt)) * (r(n) + r(n1))
              + r(1 / (cn * nt)) * (r(p) + r(p1)))
    ni_r = r(ni)
    subtracted = (r(level_n) - r(level_p)) / r(theta_mp)
    rates = (
        (r(n) * r(p) - ni_r * ni_r) / bottom,
        ni_r * ni_r * fmt(math.expm1(float(r(delta)))) / bottom,
        ni_r * ni_r * fmt(math.expm1(float(subtracted))) / bottom,
    )
    errors = [float(abs(mpf(float(rate)) / exact - 1)) for rate in rates]
    u = float(np.finfo(fmt).eps) / 2
    d = float(delta)
    bounds = (direct_bound(d) * u, stored_bound(d) * u,
              levels_bound(d, float(level_n), float(level_p),
                           float(split)) * u)
    for error, bound in zip(errors, bounds):
        assert error <= 1.001 * bound, (error, bound)  # second-order terms
    return float(exact), [float(x) for x in rates], errors, bounds


def worst_errors(split_text, fmt, count=300):
    worst = [0.0, 0.0, 0.0]
    for _ in range(count):
        ni = mpf(10) ** 10 * mp.exp(mpf(rng.uniform(-0.7, 0.7)))
        level_n = mpf("0.25") + mpf(rng.random()) * mp.pi / 15
        _, _, errors, bounds = evaluate(ni, level_n, mpf(split_text), fmt)
        worst = [max(a, b) for a, b in zip(worst, errors)]
    if abs(float(split_text)) <= 1e-4:
        assert worst[0] > 0.25 * bounds[0]   # the bound is not idle
    if abs(float(split_text)) <= 1e-6:
        assert worst[2] > 100 * worst[1]     # subtracted levels spoil expm1
    return worst, bounds[0]


# ---------- detailed balance with degenerate electrons, energies / theta ----
edge, fermi_n, delta_deg, trap = 10.0, 13.0, 0.3, 2.0
fermi_p = fermi_n - delta_deg


def electron_sum(kind):
    def integrand(s):
        x = s * s
        energy = edge + x
        occ = 1 / (1 + math.exp(energy - fermi_n))
        void = 1 / (1 + math.exp(fermi_n - energy))
        value = {"capture": occ, "emission": math.exp(trap - energy) * void,
                 "boltzmann": math.exp(fermi_n - energy)}[kind]
        return 2 * s * s * (1 + 0.3 * x) * value
    return integrate(integrand, 8.0)


def hole_sum(kind):
    def integrand(s):
        x = s * s
        energy = -edge - x
        hole = 1 / (1 + math.exp(fermi_p - energy))
        filled = 1 / (1 + math.exp(energy - fermi_p))
        value = {"capture": hole, "emission": math.exp(energy - trap) * filled,
                 "boltzmann": math.exp(energy - fermi_p)}[kind]
        return 2 * s * s * 0.5 * (1 + 0.1 * x * x) * value
    return integrate(integrand, 8.0)


cap_n, emi_n = electron_sum("capture"), electron_sum("emission")
cap_p, emi_p = hole_sum("capture"), hole_sum("emission")
assert abs(emi_n / (cap_n * math.exp(trap - fermi_n)) - 1) < 1e-7
assert abs(emi_p / (cap_p * math.exp(fermi_p - trap)) - 1) < 1e-7
total = cap_n + emi_n + cap_p + emi_p
occupied = (cap_n + emi_p) / total
flow = cap_p * occupied - emi_p * (1 - occupied)
assert abs(flow / (-cap_n * cap_p * math.expm1(-delta_deg) / total) - 1) < 1e-6
boltzmann_excess = (electron_sum("boltzmann") * hole_sum("boltzmann")
                    / (cap_n * cap_p))
assert boltzmann_excess > 1.5

# ---------- splitting built from excess densities ----------
ni_example = intrinsic(temperature)
p_equilibrium = ni_example**2 / doping
p0_mp = mpf(ni_example) ** 2 / mpf(doping)
excess_worst = 0.0
for excess in (1e-8, 1.0, 1e5):
    built = math.log1p(excess / doping) + math.log1p(excess / p_equilibrium)
    numerator = ni_example**2 * math.expm1(built)
    truth = ((mpf(doping) + mpf(excess)) * (p0_mp + mpf(excess))
             - mpf(doping) * p0_mp)
    excess_worst = max(excess_worst, float(abs(mpf(numerator) / truth - 1)))
assert excess_worst < 30 * 2.0**-53

# ---------- error tables, both signs of the splitting ----------
splits = ["1e-1", "1e-2", "1e-4", "1e-6", "1e-9", "1e-12", "1e-15", "1e-17"]
double_table = [(s, *worst_errors(s, np.float64)) for s in splits]
negative = [worst_errors("-" + s, np.float64)[0] for s in splits]
single_table = [(s, *worst_errors(s, np.float32))
                for s in ("1e-2", "1e-4", "1e-6")]
at_example = double_table[splits.index("1e-6")][1]
assert at_example[2] > at_example[0]  # worse than direct subtraction
crossover = brentq(lambda x: direct_bound(x) - stored_bound(x), 0.1, 5.0)

# ---------- worked example ----------
level_example = theta_mp * mp.log(mpf(doping) / mpf(ni_example))
rate_ref, rates64, errors64, _ = evaluate(
    mpf(ni_example), level_example, mpf("1e-6"), np.float64)
_, rates32, errors32, _ = evaluate(
    mpf(ni_example), level_example, mpf("1e-6"), np.float32)
delta_example = example_split / theta
tau_n = 1 / (capture_n * trap_density)
tau_p = 1 / (capture_p * trap_density)


def bottom_and_rate(temp):
    ni, heat = intrinsic(temp), k_ev * temp
    top = ni**2 * math.expm1(example_split / heat)
    p = ni**2 * math.exp(example_split / heat) / doping
    bottom = (tau_p * (doping + ni * math.exp(trap_level / heat))
              + tau_n * (p + ni * math.exp(-trap_level / heat)))
    return bottom, top / bottom


denominator, rate_300 = bottom_and_rate(temperature)
assert abs(rate_300 / rate_ref - 1) < 1e-12

# ---------- size of neglected effects ----------
kelvin_change = bottom_and_rate(temperature + 1)[1] / rate_300 - 1
barrier_change = math.expm1(
    capture_barrier / k_ev * (1 / temperature - 1 / (temperature + 1)))
screening = math.sqrt(4 * math.pi * doping * bohr_cm**3
                      / (permittivity * theta_au))
# Potential of the screening cloud at the carrier, by quadrature; the
# charging energy is half of it, and electron and hole both contribute.
cloud = integrate(lambda r: 4 * math.pi * r * r / (permittivity * r)
                  * screening**2 * math.exp(-screening * r)
                  / (4 * math.pi * r), 40 / screening)
assert abs(cloud / (screening / permittivity) - 1) < 1e-8
gap_shift = screening / permittivity * hartree_ev
gap_change = math.expm1(gap_shift / theta)
debye_nm = bohr_cm * const.centi / const.nano / screening
radiative_share = radiative_b * denominator
auger_share = auger_c * doping * denominator


def fermi_half(eta):
    return 2 / math.sqrt(math.pi) * integrate(
        lambda s: 2 * s * s / (1 + math.exp(s * s - eta)), 8.0)


eta = brentq(lambda x: fermi_half(x) * band_density(temperature) / doping - 1,
             -12.0, 0.0, xtol=1e-12)
degeneracy = 1 - fermi_half(eta) / math.exp(eta)
series = doping / band_density(temperature) / math.sqrt(8)
assert abs(degeneracy / series - 1) < 1e-2

# ---------- output ----------
print(f"T = {temperature:.0f} K, k_B T = {theta:.6f} eV")
print(f"gap = {gap} eV, band masses = {mass} m_e")
print(f"band density of states = {band_density(temperature):.4e} cm^-3")
print(f"n_i = {ni_example:.4e} cm^-3, n = {doping:.1e} cm^-3")
print(f"equilibrium p = {p_equilibrium:.4e} cm^-3")
print(f"trap above midgap = {trap_level} eV, N_t = {trap_density:.1e} cm^-3")
print(f"c_n = {capture_n:.1e}, c_p = {capture_p:.1e} cm^3/s")
print(f"tau_n = {tau_n:.1e} s, tau_p = {tau_p:.1e} s")
print(f"E_Fn above midgap = {float(level_example):.5f} eV")
print(f"splitting = {example_split:.1e} eV, delta = {delta_example:.6e}")
print(f"excess holes = {p_equilibrium*math.expm1(delta_example):.4e} cm^-3")
print(f"denominator D = {denominator:.6e} s cm^-3")
print(f"reference rate U = {rate_ref:.8e} cm^-3 s^-1")
print(f"  the same = {rate_ref*(const.angstrom/const.centi)**3:.4e} A^-3 s^-1")
names = ("direct", "expm1 stored", "expm1 levels")
for label, rates, errs in (("double", rates64, errors64),
                           ("single", rates32, errors32)):
    for name, rate, err in zip(names, rates, errs):
        print(f"{label} {name}: U = {rate:.8e} cm^-3 s^-1, rel.err {err:.1e}")
print("largest relative error of U in 300 random cases per row")
print("split/eV  direct   (bound)  expm1 stored  expm1 levels")
for title, table in (("double precision", double_table),
                     ("single precision", single_table)):
    print(title)
    for split, worst, bound in table:
        print(f"{split:6s}  {worst[0]:.1e}  ({bound:.1e})  "
              f"{worst[1]:.1e}  {worst[2]:.1e}")
print(f"largest stored-expm1 error, negative splits: "
      f"{max(row[1] for row in negative):.1e}")
print(f"bounds cross at delta = {crossover:.3f}, {crossover*theta:.4f} eV")
print(f"largest error with log1p splitting = {excess_worst:.1e}")
print(f"Boltzmann/true numerator, E_Fn 3 k_B T in band: {boltzmann_excess:.2f}")
print(f"neglected: permittivity {permittivity}, Debye length {debye_nm:.1f} nm")
print(f"  gap narrowing {gap_shift:.5f} eV, rate change {100*gap_change:.1f} %")
print(f"  1 K warmer: rate change {100*kelvin_change:.1f} %")
print(f"  barrier {capture_barrier} eV, 1 K: {100*barrier_change:.2f} %")
print(f"  radiative B = {radiative_b:.0e} cm^3/s: {100*radiative_share:.3f} %")
print(f"  Auger C = {auger_c:.0e} cm^6/s: {100*auger_share:.3f} %")
print(f"  degeneracy: {100*degeneracy:.4f} %")
print("PASS")
```

Running it gives:

```
T = 300 K, k_B T = 0.025852 eV
gap = 1.12 eV, band masses = 1.0 m_e
band density of states = 2.5094e+19 cm^-3
n_i = 9.8172e+09 cm^-3, n = 1.0e+16 cm^-3
equilibrium p = 9.6377e+03 cm^-3
trap above midgap = 0.05 eV, N_t = 1.0e+13 cm^-3
c_n = 1.0e-07, c_p = 1.0e-08 cm^3/s
tau_n = 1.0e-06 s, tau_p = 1.0e-05 s
E_Fn above midgap = 0.35764 eV
splitting = 1.0e-06 eV, delta = 3.868173e-05
excess holes = 3.7281e-01 cm^-3
denominator D = 1.000007e+11 s cm^-3
reference rate U = 3.72806460e+04 cm^-3 s^-1
  the same = 3.7281e-20 A^-3 s^-1
double direct: U = 3.72806460e+04 cm^-3 s^-1, rel.err 3.3e-12
double expm1 stored: U = 3.72806460e+04 cm^-3 s^-1, rel.err 1.2e-17
double expm1 levels: U = 3.72806460e+04 cm^-3 s^-1, rel.err 2.9e-11
single direct: U = 3.72951797e+04 cm^-3 s^-1, rel.err 3.9e-04
single expm1 stored: U = 3.72806523e+04 cm^-3 s^-1, rel.err 1.7e-07
single expm1 levels: U = 3.77757070e+04 cm^-3 s^-1, rel.err 1.3e-02
largest relative error of U in 300 random cases per row
split/eV  direct   (bound)  expm1 stored  expm1 levels
double precision
1e-1    4.2e-16  (1.1e-15)  4.6e-16  1.6e-15
1e-2    9.8e-16  (2.5e-15)  5.5e-16  6.0e-15
1e-4    1.0e-13  (1.7e-13)  5.4e-16  4.5e-13
1e-6    1.0e-11  (1.7e-11)  4.6e-16  2.9e-11
1e-9    9.7e-09  (1.7e-08)  4.5e-16  2.8e-08
1e-12   1.1e-05  (1.7e-05)  5.0e-16  3.3e-05
1e-15   1.0e-02  (1.7e-02)  5.0e-16  5.5e-02
1e-17   1.0e+00  (1.7e+00)  5.3e-16  4.6e+00
single precision
1e-2    5.4e-07  (1.4e-06)  2.9e-07  2.6e-06
1e-4    5.2e-05  (9.3e-05)  2.6e-07  1.7e-04
1e-6    5.7e-03  (9.2e-03)  2.8e-07  1.7e-02
largest stored-expm1 error, negative splits: 6.2e-16
bounds cross at delta = 0.986, 0.0255 eV
largest error with log1p splitting = 4.1e-16
Boltzmann/true numerator, E_Fn 3 k_B T in band: 3.64
neglected: permittivity 12.0, Debye length 41.4 nm
  gap narrowing 0.00290 eV, rate change 11.9 %
  1 K warmer: rate change 16.3 %
  barrier 0.1 eV, 1 K: 1.29 %
  radiative B = 5e-15 cm^3/s: 0.050 %
  Auger C = 3e-31 cm^6/s: 0.030 %
  degeneracy: 0.0141 %
PASS
```
